# The Magnetic Dipole Sum Rule and Its Violation by Spin-Orbit Coupling

**What the spectrum measures**

A magnet is saturated along a direction \(\mathbf n\), and its 2p→3d absorption is recorded with circularly polarized light travelling along \(\mathbf n\). One would like to read the spin of the d shell from the difference between the two helicities. What appears instead is the spin mixed with a second quantity, which depends on how the spin density is distributed in angle. With \(\hbar=1\), it is the expectation value of

\[
\mathbf T=\sum_i[\mathbf s_i-3\hat{\mathbf r}_i(\hat{\mathbf r}_i\cdot\mathbf s_i)],\qquad
T_a=\sum_i Q_{ab}(i)s_b(i),\qquad Q_{ab}=\delta_{ab}-3\hat r_a\hat r_b. \tag{1}
\]

Repeated Cartesian indices are summed, except where an axis label is explicitly fixed. The question is whether measurements along three axes can remove \(\mathbf T\).

We first derive the mixture for independent electrons, with one radial dipole integral for both edges. Let \(d_a\) be the part of \(\hat r_a\) that takes p orbitals to d orbitals. For \((a,b,n)\) right-handed, the helicity operators are \(D_\pm=(d_a\pm i d_b)/\sqrt2\), where \(D_+\) raises the angular momentum along \(n\). The core projectors are \(P_{3/2}=\tfrac23(1+\mathbf l\cdot\mathbf s)\) and \(P_{1/2}=\tfrac13(1-2\mathbf l\cdot\mathbf s)\), because \(\mathbf l\cdot\mathbf s\) equals \(\tfrac12\) and \(-1\) in the two levels. Therefore \(P_{3/2}-2P_{1/2}=2\,\mathbf l\cdot\mathbf s\). With \(\Delta\) meaning raising minus lowering intensity, and \(\varepsilon\) the projector on empty d states,

\[
\Delta_{L_3}-2\Delta_{L_2}=2\,\mathrm{Tr}[\varepsilon X_{nc}s_c],\qquad
X_{nc}=-i\epsilon_{nab}\,d_a l_c d_b^\dagger . \tag{2}
\]

Let \(|aj\rangle\) denote the function \(\hat r_a\hat r_j-\delta_{aj}/3\). With angular averages as the scalar product, the p orbitals are \(\sqrt3\,\hat r_j\), so \(d_a|j\rangle=\sqrt3|aj\rangle\), while \(l_c=-i\epsilon_{cjk}|j\rangle\langle k|\). Expanding \(\epsilon_{nab}\epsilon_{cjk}\) in Kronecker deltas and using \(|aa\rangle=0\) gives

\[
X_{nc}=3\left[\delta_{nc}G-K_{nc}\right],\quad G=|aj\rangle\langle aj|,\quad
K_{nc}=|na\rangle\langle ca|+|ca\rangle\langle na|. \tag{3}
\]

\(G\) is rotation invariant with trace \(1-\tfrac13=\tfrac23\), so \(G=\tfrac2{15}\) on the five d orbitals. The trace of \(K\) over \(n=c\) is \(2G\). Its traceless part is a symmetric second-rank operator within one shell, hence proportional to \(Q_{nc}\) by the Wigner-Eckart theorem: \(K_{nc}=\tfrac4{45}\delta_{nc}+\kappa Q_{nc}\). In the xy orbital \(K_{zz}\) vanishes and \(Q_{zz}=\tfrac47\) (shown below), so \(\kappa=-\tfrac7{45}\). Thus \(X_{nc}=\tfrac2{15}(\delta_{nc}+\tfrac72Q_{nc})\).

The intensity summed over three polarizations is \(\mathrm{Tr}[\varepsilon d_ad_a^\dagger]=3\,\mathrm{Tr}[\varepsilon G]=\tfrac25n_h\), with \(n_h\) the number of holes. A full shell has no spin and no \(\mathbf T\), so the trace over empty states is minus the electron value:

\[
\frac{\Delta_{L_3}-2\Delta_{L_2}}{I_{\rm total}}=-\frac{2}{3n_h}\left(S_n+\tfrac72T_n\right). \tag{4}
\]

**The sum for decoupled spin and charge**

Write \(T_n^n\) for the expectation value of \(\mathbf n\cdot\mathbf T\) in the state whose spin points along \(\mathbf n\). The claim is

\[
T_x^x+T_y^y+T_z^z=0, \tag{5}
\]

provided that the three states have the same orbital part and differ by a rigid rotation of the spin. The terms belong to three magnetizations, not to three components in one state.

Take \(H=H_{\rm orb}-B\,\mathbf n\cdot\mathbf S\), where \(H_{\rm orb}\) contains the crystal field and any spin-independent electron interaction, and \(B\) is an exchange field acting on spin alone. Let the ground state have total spin \(S\), fully aligned with \(\mathbf n\). A spin rotation about \(\mathbf n\) changes it by a phase at most. For any orbital operator \(q\), the vector \(\langle\sum_i q(i)\mathbf s(i)\rangle_n\) must therefore lie along \(\mathbf n\). Its length does not depend on \(\mathbf n\), since turning the spins leaves \(q\) untouched. Applied to \(q=Q_{ab}\), this gives

\[
\Big\langle\sum_iQ_{ab}(i)s_c(i)\Big\rangle_n=M_{ab}n_c,\qquad
T_n^n=n_aM_{ab}n_b. \tag{6}
\]

Summing over any orthogonal triad gives \(M_{aa}\), which vanishes because \(Q_{aa}=3-3\hat{\mathbf r}^2=0\). This proves (5) for correlated states too. An interacting two-electron state of low symmetry, tested on a tilted triad, gives \(-0.0400\), \(0.1338\) and \(-0.0938\), whose sum vanishes to rounding error.

In one state the components are \(T_a=M_{ab}n_b\), and their sum has no reason to vanish. One electron in xy with its spin along z gives \(T_x+T_y+T_z=\tfrac27\).

**Why the first-order violation cancels**

Now add \(\zeta V\), with \(V=\sum_i\mathbf l_i\cdot\mathbf s_i\). Assume a nondegenerate orbital ground state, which can then be chosen real, so that \(\langle0|\mathbf l|0\rangle=0\). For one electron, let \(E_k\) be the orbital excitation energy. First-order perturbation theory contains \(\langle0|Q_{nb}|k\rangle\langle k|l_c|0\rangle\) times a spin product. For an intermediate spin along \(\mathbf n\) that product is \(n_bn_c/4\); for a reversed spin it is

\[
\langle\uparrow|s_b|\downarrow\rangle\langle\downarrow|s_c|\uparrow\rangle
=\tfrac14(\delta_{bc}-n_bn_c+i\epsilon_{bcd}n_d), \tag{7}
\]

which follows from \(s_bs_c=\tfrac14\delta_{bc}+\tfrac i2\epsilon_{bcd}s_d\). Between real orbitals \(Q\) is real and \(\mathbf l\) imaginary. The real spin terms thus give an imaginary product and drop out of the expectation value. What remains is

\[
\delta T_n^n=-\frac{\zeta}{2}\sum_k
\frac{\mathrm{Re}\left[i\epsilon_{bcn}\langle0|Q_{nb}|k\rangle\langle k|l_c|0\rangle\right]}{E_k+B}. \tag{8}
\]

The denominators do not depend on the axis. Summing over \(n=a\) produces \(\epsilon_{bca}Q_{ab}\), which is zero because \(Q\) is symmetric. Each \(T_n^n\) may change linearly in \(\zeta\), but their sum starts at order \(\zeta^2\).

The argument extends to correlated states. By the Wigner-Eckart theorem, matrix elements of \(\sum_iq(i)s_b(i)\) between two spin multiplets factor into a reduced element, linear in \(q\), and a standard spin vector. Real spatial functions make the reduced element real for \(Q\) and imaginary for \(\mathbf l\). Each intermediate spin projection along \(\mathbf n\) has its own energy denominator, which does not depend on the axis. For each projection the spin product is unchanged by rotations about \(\mathbf n\) and Hermitian in \(b,c\), so it has the form \(\alpha\delta_{bc}+\beta n_bn_c+i\gamma\epsilon_{bcd}n_d\) with real coefficients. The last term alone contributes, and it cancels as before. In the two-electron test the slopes reach \(0.08\ \mathrm{Ry}^{-1}\) in size, while their sum is below \(10^{-8}\ \mathrm{Ry}^{-1}\).

**A solvable t2g model**

Put one electron in \(X=yz\), \(Y=xz\), \(Z=xy\), with \(Z\) at energy zero and \(X,Y\) at \(\delta>0\). The normalized function \(\sqrt{15}\,\hat x\hat y\) and the averages \(\langle \hat x^4\hat y^2\rangle=\tfrac1{35}\), \(\langle \hat x^2\hat y^2\hat z^2\rangle=\tfrac1{105}\) give \(\langle \hat x^2\rangle=\langle \hat y^2\rangle=\tfrac37\) and \(\langle \hat z^2\rangle=\tfrac17\) in xy. Hence \(Q_{zz}=\tfrac47\) and \(Q_{xx}=Q_{yy}=-\tfrac27\) there. The off-diagonal element is \(\langle X|Q_{xz}|Z\rangle=-3\cdot15/105=-\tfrac37\). Permuting axes, and dropping integrals odd in a coordinate,

\[
Q_{aa}=-\tfrac27+\tfrac67|a\rangle\langle a|,\qquad
Q_{ab}=-\tfrac37(|a\rangle\langle b|+|b\rangle\langle a|)\quad(a\ne b), \tag{9}
\]

with no sum on \(a\), and with orbital labels \(X,Y,Z\) read as \(x,y,z\). From \(l_z=-i(x\partial_y-y\partial_x)\) one finds \(l_z|Y\rangle=i|X\rangle\), and cyclically \(\langle b|l_a|c\rangle=i\epsilon_{abc}\).

*Field along z.* Here \(l_x|Z\rangle=i|Y\rangle\), \(l_y|Z\rangle=-i|X\rangle\), and \(l_z|Z\rangle\) has no t2g part. With \(s_x|\uparrow\rangle=\tfrac12|\downarrow\rangle\) and \(s_y|\uparrow\rangle=\tfrac i2|\downarrow\rangle\),

\[
\zeta\,\mathbf l\cdot\mathbf s\,|Z\uparrow\rangle=\frac{\zeta}{\sqrt2}|u\downarrow\rangle,\qquad
|u\rangle=\frac{|X\rangle+i|Y\rangle}{\sqrt2}. \tag{10}
\]

Since \(l_z|u\rangle=-|u\rangle\), the state \(u\downarrow\) has energy \(\delta+B/2+\zeta/2\), while \(Z\uparrow\) has \(-B/2\). These two states form a closed block. Its ground state is \(\cos\theta|Z\uparrow\rangle-\sin\theta|u\downarrow\rangle\). Equation (9) gives the diagonal elements of \(T_z\) as \(\tfrac27\) and \(\tfrac17\), and the off-diagonal one as \(-3/(7\sqrt2)\). Therefore

\[
T_z^z=\tfrac27\cos^2\theta+\tfrac17\sin^2\theta+\frac{3\sin2\theta}{7\sqrt2},\qquad
\tan2\theta=\frac{\sqrt2\,\zeta}{\delta+B+\zeta/2}. \tag{11}
\]

*Field along x.* Quantize the spin along x, with \(s_y|\uparrow\rangle=\tfrac12|\downarrow\rangle\) and \(s_z|\uparrow\rangle=\tfrac i2|\downarrow\rangle\). Then \(Z\uparrow\) couples to \(Y\uparrow\) with \(i\zeta/2\) and to \(X\downarrow\) with \(-i\zeta/2\), and \(Y\uparrow\) couples to \(X\downarrow\) with \(-\zeta/2\). In the basis \((Z\uparrow,\,iY\uparrow,\,-iX\downarrow)\) all couplings become \(+\zeta/2\):

\[
H=\begin{pmatrix}-\frac B2&\frac\zeta2&\frac\zeta2\\ \frac\zeta2&\delta-\frac B2&\frac\zeta2\\ \frac\zeta2&\frac\zeta2&\delta+\frac B2\end{pmatrix},\quad
T_x=\frac1{14}\begin{pmatrix}-2&0&3\\0&-2&3\\3&3&-4\end{pmatrix}. \tag{12}
\]

The diagonal of \(T_x\) is \(Q_{xx}s_x\). The entries 3 come from \(Q_{xz}s_z\) acting on \(Z\) and \(Q_{xy}s_y\) acting on \(Y\). Fourfold symmetry gives \(T_y^y=T_x^x\).

**The quadratic law and its limits**

Let \(D=\delta+B\). To second order, \(\sin2\theta=\sqrt2(\zeta/D)(1-\zeta/2D)\) and \(\sin^2\theta=\zeta^2/2D^2\), so (11) becomes

\[
T_z^z=\frac27+\frac{3\zeta}{7D}-\left(\frac3{14}+\frac1{14}\right)\frac{\zeta^2}{D^2}. \tag{13}
\]

For (12), set the amplitude of the first state to one. Perturbation theory gives the other two as \(y=-\zeta/2\delta+\zeta^2/4\delta D\) and \(w=-\zeta/2D+\zeta^2/4\delta D\). After normalization,

\[
T_x^x=-\frac17+\frac{-w^2/7+\frac37(w+wy)}{1+y^2+w^2}
=-\frac17-\frac{3\zeta}{14D}-\frac{\zeta^2}{28D^2}+\frac{3\zeta^2}{14\delta D}+O(\zeta^3). \tag{14}
\]

Adding (13) and twice (14), the constant and linear terms cancel. The remainder is \(\zeta^2[-5/(14D^2)+3/(7\delta D)]\), or

\[
\sum_nT_n^n=\frac{\delta+6B}{14\,\delta(\delta+B)^2}\,\zeta^2+O(\zeta^3). \tag{15}
\]

For \(B\ll\delta\) the coefficient tends to \(1/(14\delta^2)\). For \(B\gg\delta\) it falls as \(3/(7\delta B)\): in this model the violation at this order needs reversed-spin admixture, which a strong exchange field suppresses.

In the opposite limit, \(\zeta\gg\delta,B\) within t2g, (11) has \(\cos2\theta=\tfrac13\) and gives \(T_z^z=\tfrac{11}{21}\). The competing state \(u\uparrow\) has energy \(\delta-B/2-\zeta/2\), against \(\delta/3-B/6-\zeta/2\) for the block in (11). The latter is lower if \(B<2\delta\).

For the x field, the lowest eigenvalue of the coupling matrix, \(-\zeta/2\), belongs to \(e_1=(0,1,-1)/\sqrt2\) and \(e_2=(2,-1,-1)/\sqrt6\). With \(B=\delta\), projecting the diagonal energies gives \(\delta\) and 0 for these states, coupled by \(\delta/\sqrt{12}\). The ground state is \(\cos\varphi\,e_2-\sin\varphi\,e_1\) with \(2\varphi=30^\circ\). The elements of \(T_x\) are \(-\tfrac37\), \(-\tfrac5{21}\) and, between the two, \(-2/(7\sqrt3)\). Hence

\[
T_x^x=-\frac13+\frac{2\sqrt3}{21},\qquad
\sum_nT_n^n=\frac{4\sqrt3-3}{21}\approx0.187. \tag{16}
\]

The quadratic growth therefore saturates in this restricted shell.

Orbital degeneracy changes the weak-coupling limit itself. At \(\delta=0\), a small positive \(\zeta\) selects \(u\uparrow\), which gains \(\zeta/2\) at first order, whereas \(Z\uparrow\) shifts at second order. This state has \(T_z^z=\tfrac12(-\tfrac27)=-\tfrac17\). Cubic symmetry gives the same value on each of the three cube axes, so their sum is \(-\tfrac37\) however small \(\zeta\) is. For a general direction, (9) gives \(T_n^n=\tfrac27-\tfrac37\sum_a n_a^4\), which is \(+\tfrac17\) along [111], so the sum depends on the triad. The orbital follows the field, and the premise of (5) fails. For a split level, (15) accordingly requires \(\zeta\ll\delta\).

**Numbers for a growing coupling**

Take \(\delta=B=0.020\) Ry (0.272 eV). Equation (15) gives \(0.14/(14\times0.02\times0.04^2)=312.5\ \mathrm{Ry}^{-2}\), in agreement with direct diagonalization. Unlike the zeroth- and first-order cancellations, this coefficient belongs to the crystal axes x, y, z. For the triad [110], [1\(\bar1\)0], [001] it is \(446\ \mathrm{Ry}^{-2}\), and for [101], [010], [10\(\bar1\)] it is \(145\ \mathrm{Ry}^{-2}\). All numbers below refer to the crystal axes. The t2g results are:

| ζ (Ry) | \(T_x^x=T_y^y\) | \(T_z^z\) | Sum | Law (15) |
|---|---|---|---|---|
| 0.005 | −0.1637 | 0.3345 | 0.0071 | 0.0078 |
| 0.010 | −0.1747 | 0.3733 | 0.0240 | 0.0313 |
| 0.020 | −0.1817 | 0.4257 | 0.0622 | 0.1250 |

At \(\zeta=\delta\) the quadratic law is too large by a factor of two.

Now include the two e_g orbitals at 0.20 Ry. The linear slopes stay at \(-5.36\), \(-5.36\) and \(10.71\ \mathrm{Ry}^{-1}\). The reason is that \(\mathbf l\) connects xy to the e_g pair through \(l_z\) alone, reaching \(x^2-y^2\), and the elements of \(Q_{xy}\), \(Q_{xz}\) and \(Q_{yz}\) between these two orbitals vanish by symmetry. The quadratic coefficient, however, rises to \(529\ \mathrm{Ry}^{-2}\). That is \(216\ \mathrm{Ry}^{-2}\) above the t2g value. A tenfold larger splitting does not make the e_g orbitals negligible here.

If the three measurements are averaged as though (5) held, (4) yields a spin with relative error \(\tfrac72\sum T_n^n/\sum S_n\), taken relative to the true axis-averaged spin. For the full d shell:

| ζ (Ry) | Sum of \(T_n^n\) | Mean spin | Error |
|---|---|---|---|
| 0.002 | 0.0021 | 0.499 | 0.5% |
| 0.005 | 0.0128 | 0.495 | 3% |
| 0.010 | 0.0459 | 0.484 | 11% |
| 0.020 | 0.1337 | 0.456 | 34% |
| 0.050 | 0.3504 | 0.385 | 106% |

At \(\zeta=0.020\) Ry the arithmetic is \(3.5\times0.1337/(3\times0.4555)=0.34\). The spectra show the same thing. The combination \(S_n+\tfrac72T_n\) is \(-0.083\) for x and y, and \(2.000\) for z. The average is 0.611, compared with a true mean spin of 0.456. At this \(\zeta\), averaging is still much better than using one axis: the z spectrum alone would suggest a spin of 2.0 for a single electron, and the x spectrum a small spin of the wrong sign. The advantage is not general. At \(\zeta=0.050\) Ry the average overshoots the mean spin by \(3.5\times0.3504/3=0.41\), while the x spectrum misses its own spin by \(3.5\times0.097=0.34\).

The larger couplings in the table show the trend and do not describe 3d ions, whose spin-orbit constants reach only about 0.1 eV (0.0074 Ry). At that value the same model gives an error of about 6%. Constants this large belong to the end of the series, however, where the d shell is nearly full. For an ion with a single d electron, such as Ti³⁺, the constant is only about 0.02 eV, and the model's error is then about 0.3%. Both figures assume \(\delta=B=0.27\) eV and grow as the t2g splitting shrinks. With \(\delta=0.1\) eV they become 19% and 1%, and with \(\delta=0.03\) eV the second reaches 4%. Equation (4) also assumes that the \(L_3\) and \(L_2\) edges can be separated, which fails for early 3d ions such as Ti³⁺. These percentages belong to this one-electron model. It omits hybridization, multiplet effects in the spectrum and any direct action of the field on the orbital moment. Further values are in the numerical output.

## Numbers as computed

```
delta = 0.020 Ry = 0.2721 eV
B = 0.020 Ry = 0.2721 eV
e_g energy = 0.200 Ry = 2.7211 eV
T and S below are in units of hbar
two-electron state, zeta=0, tilted triad: T_n = -0.04004 0.13379 -0.09375
  its sum, absolute value = 2.4e-15
  slopes dT_n/dzeta (1/Ry, this test's energy scale) = -0.00378 0.08109 -0.07732
  sum of slopes, absolute value = 6.7e-09 1/Ry
one state, field z, zeta=0: T_x+T_y+T_z = 0.28571
t2g slopes dT_n/dzeta for x, y, z (1/Ry) = -5.3571 -5.3571 10.7143
full d slopes dT_n/dzeta for x, y, z (1/Ry) = -5.3571 -5.3571 10.7143
quadratic coefficient, t2g, numerical = 312.500 1/Ry^2
quadratic coefficient, t2g, formula = 312.500 1/Ry^2
quadratic coefficient, full d, numerical = 528.851 1/Ry^2
t2g: zeta(Ry)  T_x=T_y   T_z       sum       quadratic law
     0.000    -0.14286   0.28571  -0.00000   0.00000
     0.001    -0.14797   0.29625   0.00031   0.00031
     0.002    -0.15259   0.30640   0.00122   0.00125
     0.005    -0.16367   0.33448   0.00714   0.00781
     0.010    -0.17465   0.37329   0.02399   0.03125
     0.020    -0.18173   0.42567   0.06220   0.12500
     0.030    -0.18212   0.45594   0.09169   0.28125
     0.050    -0.17982   0.48573   0.12609   0.78125
full d: zeta(Ry)  T_x=T_y   T_z       sum T     mean S   error(%)
        0.000    -0.14286   0.28571  -0.00000   0.50000   -0.000
        0.001    -0.14791   0.29635   0.00053   0.49978    0.124
        0.002    -0.15235   0.30681   0.00212   0.49916    0.495
        0.005    -0.16203   0.33688   0.01282   0.49520    3.021
        0.010    -0.16783   0.38154   0.04588   0.48394   11.060
        0.020    -0.15773   0.44913   0.13368   0.45554   34.236
        0.030    -0.13794   0.49368   0.21779   0.42839   59.312
        0.050    -0.09687   0.54413   0.35040   0.38466  106.275
t2g strong-coupling sum: numerical 0.18706, formula 0.18706
degenerate t2g, zeta=0.0001 Ry: T_n = -0.14286, sum = -0.42857
spectra at zeta = 0.020 Ry, full d, 9 holes:
  axis x: (dL3-2dL2)/total = 0.006129, S+3.5T = -0.08274
  axis y: (dL3-2dL2)/total = 0.006129, S+3.5T = -0.08274
  axis z: (dL3-2dL2)/total = -0.148145, S+3.5T = 1.99996
```
